# Image attraction of a hydrogen atom to a conducting wall

## Problem

A hydrogen atom in its 1s ground state stands in vacuum in front of a flat, perfectly conducting wall. Its nucleus is held at distance $Z$ from the surface. The atom is neutral and has no average dipole moment, yet the wall attracts it.

(a) Find the leading attraction at distances large compared with the atom, but short enough that the travel time of light can be neglected.

(b) Find the first corrections caused by the finite size of the atom and by its distortion.

(c) Evaluate the energy and force at $Z=1$ nm, and find how the energy changes when the ideal wall is replaced by a simple model of aluminium.

Hartree atomic units are used in the derivation: $\hbar=m_e=e=4\pi\varepsilon_0=1$, lengths are in bohr and energies in hartree. The electron has coordinates $(x,y,z)$ relative to the nucleus, with $z$ pointing away from the wall, and $r^2=x^2+y^2+z^2$. The isolated atom defines zero energy, so a negative energy means attraction. The atom is nonrelativistic and its nucleus is infinitely heavy. The wall responds instantly to the position of each charge.

## A first estimate by scaling

At any instant the electron and nucleus form a dipole of size about one atomic unit. The wall creates an image dipole at distance $2Z$. The field of a dipole falls as the inverse cube of distance, so the interaction energy has the size

$$
|U|\sim\frac{1\times1}{(2Z)^3}=\frac{1}{8Z^3}.
$$

Reversing the atomic dipole also reverses its image, so the sign of their interaction does not change. The attraction can therefore survive an average over directions although the dipole itself averages to zero. The estimate gives the power of $Z$ and a coefficient near $1/8$. It ignores the orientation of the dipole, its mean square size, and the energy factor that arises because the image is induced.

## Exact solution

### The image energy

For a charge $q$ at height $h$, an image $-q$ at height $-h$ makes the potential zero on the conducting plane. It adds no new charge in the vacuum region. By the uniqueness of the electrostatic solution, the image gives the correct field there.

Let the real charges be $q_i$ at heights $h_i$, and let $\rho_{ij}$ be their separation parallel to the wall. The distance from charge $i$ to the image of charge $j$ is

$$
D_{ij}=\sqrt{\rho_{ij}^2+(h_i+h_j)^2}.
$$

The total normal force exerted by the images is

$$
F=-\sum_{i,j}q_iq_j\frac{h_i+h_j}{D_{ij}^3}.
$$

Now move all the real charges together by a distance $s$ away from the wall. Each sum $h_i+h_j$ grows by $2s$, because the images move too. Hence

$$
\frac{d}{ds}\frac1{D_{ij}}=-\frac{2(h_i+h_j)}{D_{ij}^3}.
$$

The energy that satisfies $F=-dW/ds$ and vanishes at infinite distance is therefore

$$
W=-\frac12\sum_{i,j}\frac{q_iq_j}{D_{ij}}.
$$

The factor $1/2$ comes from the motion of the images. It would be absent if they were fixed, independent charges.

The nucleus has charge $+1$ at height $Z$, and the electron has charge $-1$ at height $Z+z$. Each charge with its own image contributes $-1/(4h)$. The two cross terms are equal and have $q_iq_j=-1$; together they give a positive term without the half:

$$
W=-\frac1{4Z}-\frac1{4(Z+z)}+\frac1{\sqrt{x^2+y^2+(2Z+z)^2}}.
$$

### Expansion at large distance

For $r\ll Z$, the electron's own image term is

$$
-\frac1{4(Z+z)}=-\frac1{4Z}+\frac{z}{4Z^2}-\frac{z^2}{4Z^3}+\cdots.
$$

The squared distance in the cross term is

$$
x^2+y^2+(2Z+z)^2=4Z^2(1+\epsilon),\qquad
\epsilon=\frac zZ+\frac{r^2}{4Z^2}.
$$

With $(1+\epsilon)^{-1/2}=1-\epsilon/2+3\epsilon^2/8+\cdots$, and with terms kept through $Z^{-3}$, the cross term becomes

$$
\frac1{2Z}-\frac{z}{4Z^2}-\frac{r^2}{16Z^3}+\frac{3z^2}{16Z^3}+\cdots.
$$

When the three parts are added, the $Z^{-1}$ terms cancel because the atom is neutral. The $Z^{-2}$ terms cancel as well, so no uniform field acts on the electron relative to the nucleus at that order. What remains is

$$
W=\frac{-4z^2-r^2+3z^2}{16Z^3}+\cdots
=-\frac{r^2+z^2}{16Z^3}+O(Z^{-4}).
$$

Since $r^2+z^2=x^2+y^2+2z^2$, a dipole normal to the wall is attracted twice as strongly as an equal dipole parallel to it.

### The average over the 1s state

The wall responds to the instantaneous electron position, so $W$ acts as a potential in the electron's Schrödinger equation. To first order, the energy change is its average in the unperturbed state. The 1s density is $e^{-2r}/\pi$, and therefore

$$
\langle r^2\rangle
=\int_0^\infty r^2\,\frac{e^{-2r}}{\pi}\,4\pi r^2\,dr
=4\int_0^\infty r^4e^{-2r}\,dr
=4\,\frac{4!}{2^5}=3.
$$

Spherical symmetry makes the three Cartesian averages equal, so $\langle z^2\rangle=\langle r^2\rangle/3=1$. Then

$$
U=-\frac{3+1}{16Z^3}+\cdots=-\frac{C_3}{Z^3}+\cdots,
\qquad C_3=\frac14.
$$

This value is exact for the leading coefficient of the stated model. The full energy contains further terms.

### What produces the attraction

The cross term is the potential of the spherical electron cloud at the image point of the nucleus, a distance $2Z$ away. Outside its exponentially small tail, a spherical cloud acts as a point charge at its centre. The average cross term is thus $1/(2Z)$, and

$$
U=\frac14\left[\frac1Z-\left\langle\frac1{Z+z}\right\rangle\right],
$$

apart from exponentially small terms. An excursion towards the wall lowers the electron's image energy by more than an equal excursion away from it raises that energy. The average is therefore attractive.

If the wall responded only to the average charge density, the result would be different. The neutral spherical atom would have no outside field except for its tail, and would induce no power-law attraction. The attraction depends on the image following the electron's position.

### Finite size of the atom

Expanding the last formula, and dropping odd powers of $z$ by symmetry, gives

$$
U=-\frac{\langle z^2\rangle}{4Z^3}
-\frac{\langle z^4\rangle}{4Z^5}-\cdots.
$$

The angular average of $\cos^4\theta$ is $1/5$, and

$$
\langle r^4\rangle=4\,\frac{6!}{2^7}=\frac{45}{2},
\qquad \langle z^4\rangle=\frac{45}{2}\cdot\frac15=\frac92.
$$

The next first-order term is therefore $-9/(8Z^5)$. Relative to the leading energy it is $4.5/Z^2$.

The expansion is asymptotic. The same integrals give

$$
\langle z^{2n}\rangle=\frac{(2n+2)(2n)!}{2^{2n+1}},
$$

which eventually grows faster than $Z^{2n}$ at any fixed $Z$. In addition, the potential $-1/[4(Z+z)]$ is singular at the wall, which the tail of the free-atom density reaches. A useful calculation must keep the electron outside the wall and have $Z\gg1$.

A direct numerical average of the unexpanded $W$ shows the approach to the limit. Gaussian quadrature over $r$ and $\cos\theta$, with the radius stopped at $Z-1$, gives $-UZ^3=0.25289$ at $Z=20$ and $0.25071$ at $Z=40$. The two-term series gives $0.25+1.125/Z^2=0.25281$ and $0.25070$.

### Distortion of the atom

The leading potential also changes the wavefunction. Put $u=\cos\theta$ and $P_2=(3u^2-1)/2$. Since $1+u^2=4/3+2P_2/3$,

$$
W_3=-\frac{r^2(1+u^2)}{16Z^3}
=-\frac1{Z^3}\left(\frac{r^2}{12}+\frac{r^2P_2}{24}\right).
$$

For a perturbation $V$, write the first-order wavefunction as $f\psi_0$. It obeys

$$
(H_0-E_0)f\psi_0=-(V-\langle V\rangle)\psi_0,
$$

and the second-order energy is $\langle(V-\langle V\rangle)f\rangle$. For $f=F(r)P_l$, the relation $\psi_0'=-\psi_0$ turns the left side into

$$
\left[-\frac{F''}{2}-\frac{F'}r+F'+\frac{l(l+1)F}{2r^2}\right]P_l\psi_0.
$$

For $V=r^2$, the bracket must equal $3-r^2$. The choice $F=-r^3/3-r^2$ has $F'=-r^2-2r$ and $F''=-2r-2$, so the bracket is

$$
(r+1)+(r+2)+(-r^2-2r)=3-r^2,
$$

as required. A constant added to $F$ does not alter the energy. For $V=r^2P_2$, the choice $F=-r^3/3-r^2/2$ gives

$$
\left(r+\tfrac12\right)+(r+1)+(-r^2-r)+\left(-r-\tfrac32\right)=-r^2,
$$

again as required.

The needed averages are $\langle r^3\rangle=15/2$, $\langle r^4\rangle=45/2$ and $\langle r^5\rangle=315/4$. The two second-order energies are

$$
E_0^{(2)}=-\frac{\langle r^5\rangle}{3}-\langle r^4\rangle
+3\left(\frac{\langle r^3\rangle}{3}+\langle r^2\rangle\right)
=-\frac{129}{4},
$$

$$
E_2^{(2)}=-\frac15\left(\frac{\langle r^5\rangle}{3}
+\frac{\langle r^4\rangle}{2}\right)=-\frac{15}{2}.
$$

The factor $1/5$ is the angular average of $P_2^2$. Mixed terms vanish because $P_2$ averages to zero. Restoring the squared coefficients $1/12^2$ and $1/24^2$ gives

$$
-\frac1{Z^6}\left(\frac{129}{4\cdot144}+\frac{15}{2\cdot576}\right)
=-\frac{91}{384Z^6}.
$$

The first-order terms in $Z^{-4}$ and $Z^{-6}$ are odd in the electron coordinates and average to zero. Within the ideal-wall model,

$$
U=-\frac1{4Z^3}-\frac9{8Z^5}-\frac{91}{384Z^6}+O(Z^{-7}).
$$

## A wall with a finite response time

In a simple free-electron metal the permittivity is $\varepsilon=1-\omega_p^2/\omega^2$. A surface charge wave has a potential proportional to $e^{-k|h|}$ on both sides of the surface, where $h$ is height. The normal fields on the two sides are then opposite, and continuity of $\varepsilon E_h$ requires $\varepsilon=-1$. All these modes therefore have the frequency $\omega_s=\omega_p/\sqrt2$.

Treat the modes as oscillators coupled linearly to the atomic dipole $\mathbf d$, with coupling $(b_\lambda+b_\lambda^\dagger)\,\mathbf g_\lambda\cdot\mathbf d$. For a fixed dipole, completing the square lowers the energy by $\sum_\lambda(\mathbf g_\lambda\cdot\mathbf d)^2/\omega_s$. At zero frequency this metal screens perfectly, so that energy must equal the image result:

$$
\sum_\lambda\frac{(\mathbf g_\lambda\cdot\mathbf d)^2}{\omega_s}
=\frac{d_x^2+d_y^2+2d_z^2}{16Z^3}.
$$

For the moving electron, second-order perturbation theory excites one surface quantum and takes the atom to state $n$, with excitation energy $\omega_n$. The denominator is $\omega_s+\omega_n$ instead of $\omega_s$. Every term thus acquires the factor $\omega_s/(\omega_s+\omega_n)$. The three Cartesian sums are equal for a spherical ground state, so their weights $1+1+2=4$ give

$$
C_3^{\rm metal}=\frac14\sum_n|\langle n|z|0\rangle|^2
\frac{\omega_s}{\omega_s+\omega_n}.
$$

The sum includes ionized states. By completeness, $\sum_n|\langle n|z|0\rangle|^2=\langle z^2\rangle=1$. When $\omega_s$ is much larger than the important atomic frequencies, the ideal value $1/4$ returns. At finite $\omega_s$ each factor is less than one, and the attraction is weaker.

## Numbers at one nanometre

The distance is $Z=18.90$ bohr. In laboratory units the ideal coefficient is $C_3=1.008\times10^{-3}$ eV nm³, so the leading term gives

$$
U=-\frac{1.008\times10^{-3}\ \text{eV nm}^3}{(1\ \text{nm})^3}
\approx-1.01\ \text{meV}.
$$

The leading force towards the wall has magnitude $3C_3/Z^4\approx3.02$ meV/nm, or $0.48$ pN. At 300 K the thermal energy is $25.85$ meV, so the attraction energy is about 3.9% of it. At this distance the attraction is a small perturbation of thermal motion.

The $Z^{-5}$ finite-size term adds 1.26% to the leading energy, and the $Z^{-6}$ distortion term adds 0.014%. At this distance the series is not yet ordered by its powers. The next finite-size term, $-\langle z^6\rangle/(4Z^7)=-45/(4Z^7)$, adds 0.035%, more than the distortion term, and it stays the larger of the two up to $Z\approx47$ bohr. With the unexpanded $W$, the finite-size correction is 1.30% and the distortion is about 0.017%. If the nucleus is free to move instead of being held, the finite proton mass enlarges the atom and adds 0.11%.

For aluminium, take a rough bulk plasmon energy $\hbar\omega_p=15$ eV. Then $\hbar\omega_s=15/\sqrt2=10.6$ eV. The lowest dipole excitation of hydrogen costs $3/8$ hartree, or 10.2 eV, so this wall is not fast compared with the atom. A numerical state sum, with the dipole states represented by 24 Laguerre radial functions, gives $C_3^{\rm metal}=0.115$. The energy becomes $-0.46$ meV, a reduction of 54% relative to the ideal wall. The third digit of the coefficient depends on the rough input: $\hbar\omega_p$ between 14.5 and 15.8 eV gives $C_3^{\rm metal}$ between 0.113 and 0.118.

The delay of light can be sized with the Casimir–Polder formula, quoted here without derivation:

$$
U=-\frac1{4\pi Z^3}\int_0^\infty\alpha(i\xi)\,e^{-2q}(1+2q+2q^2)\,d\xi,
\qquad q=\frac{\xi Z}{c},
$$

where $\alpha(i\xi)=\sum_n2\omega_n|\langle n|z|0\rangle|^2/(\omega_n^2+\xi^2)$. For an ideal wall at 1 nm, numerical integration with the same atomic states gives a reduction of 4.3% relative to the undelayed leading term. This figure does not carry over to the aluminium model. That wall does not reflect the high frequencies where the delay matters most, and the reduction at 1 nm is only about 0.5%. The inverse-cube law therefore has a limited range: the atom must be far away on the atomic scale but close on the scale set by light travel during its electronic motion.

Among the effects left out of the ideal-wall value, the slow metal response is the largest one sized here. The position of the effective wall is also uncertain on an atomic scale. Moving it 0.05 nm towards the atom, as a trial shift with the nucleus held fixed, multiplies the magnitude of the ideal energy by $(1/0.95)^3$, an increase of 17%. The ranking depends on this trial value: a shift larger than about 0.13 nm would change the energy by more than 54%. For a rough work function of 4.3 eV, a rectangular barrier gives a tunnelling factor $\exp(-2\sqrt{2\phi}\,Z)\approx6\times10^{-10}$, with $\phi$ in hartree. The image potential $-1/(4h)$ lowers the barrier, and a WKB integral over the lowered barrier raises the factor to about $4\times10^{-8}$. This estimate is for the neutral atom; the field of a bare proton would thin the barrier far more. It is an exponential factor, not a transfer rate, but it supports neglecting electron exchange at 1 nm. An oxide layer or a liquid would change the electrical response, and chemical bonding matters near contact. The calculation does not give the adhesion energy in those cases.

## Comparison of the estimate and the solution

The scaling estimate gave the correct power and a coefficient of $1/8$, half the exact ideal-wall value. The missing factor can be traced by writing the leading image energy as

$$
W_3=-\frac{r^2}{8Z^3}\,\frac{1+\cos^2\theta}{2}.
$$

The estimate set both $r^2$ and the angular factor to one. In the 1s state the mean square radius is 3. The angular factor, which includes the half for an induced image, averages to $(1+1/3)/2=2/3$. Therefore

$$
C_3=\frac18\times3\times\frac23=\frac14.
$$

The two omissions act in opposite directions, which is why the rough estimate is wrong by only a factor of two.

At 1 nm the estimate would give an energy of $-0.50$ meV, close to the $-0.46$ meV found for the aluminium model. This agreement is accidental. The estimate contains no plasmon frequency and would not change if the metal did, whereas the calculated energy would.
